# Angular Average of Inverse Dielectric Screening for the Uniaxial Screened-Exchange Head

A bulk crystal with dielectric constants 15 across its axis and 6 along it, roughly those of layered MoS$_2$, screens the long-wavelength part of the exchange interaction, integrated over a small sphere of wave vectors, as if it had the single constant 11.26. The arithmetic mean of the three principal values is 12, and averaging their inverses gives an effective constant of 10. Neither is the right average for the sphere, because the interaction depends on the inverse of a quadratic form in the direction of the wave vector, and it is this inverse that must be averaged, with equal weight for all directions. A region of another shape weights the directions differently, and its effective constant is in general another one.

Let $\varepsilon$ be the static electronic dielectric tensor of a bulk insulator, relative to vacuum, real, symmetric and positive definite. It is the macroscopic tensor, so the local fields inside the unit cell are already contained in it. For any vector $\mathbf q$ write

$$E(\mathbf q)=\mathbf q\cdot\varepsilon\,\mathbf q .$$

At long wavelength the screened interaction energy $W$ of two electrons obeys the Poisson equation of the dielectric,

$$-\nabla\cdot(\varepsilon\nabla W)=4\pi k_e\,\delta(\mathbf r),\qquad k_e=\frac{e^2}{4\pi\epsilon_0}=1.43996\ \text{eV nm}.$$

In a Fourier transform each gradient becomes $i\mathbf q$, the two factors of $i$ cancel the minus sign, and

$$W(\mathbf q)=\frac{4\pi k_e}{E(\mathbf q)}=\frac{4\pi k_e}{q^2}\,\frac{1}{E(\mathbf n)},\qquad \mathbf q=q\,\mathbf n,\quad |\mathbf n|=1 .$$

The value at $\mathbf q=0$ is infinite, and the factor multiplying $1/q^2$ depends on the direction of approach.

The screened-exchange energy of an occupied state $n\mathbf k$ contains, from the component of $W$ with zero reciprocal-lattice vectors,

$$-\frac1V\sum_{\mathbf q}\sum_{m}^{\rm occ}\left|\langle m,\mathbf k-\mathbf q|e^{-i\mathbf q\cdot\mathbf r}|n\mathbf k\rangle\right|^2W(\mathbf q),$$

where $V$ is the crystal volume belonging to the mesh of wave vectors, that is, the unit-cell volume times the number of mesh points. As $\mathbf q\to0$ the overlap tends to $\delta_{mn}$ by orthonormality. For $m\ne n$ (and no degeneracy) its square is of order $q^2$, which cancels the divergence. For $m=n$ it is $1$ with a correction of order $q^2$. The singular part therefore has weight one. Since each mesh point stands for a volume $(2\pi)^3/V$, the infinite term at $\mathbf q=0$ can be replaced by an integral over its own cell,

$$h=\int_{\rm cell}\frac{d^3q}{(2\pi)^3}\,W(\mathbf q)=\frac{k_e}{2\pi^2}\int_{\rm cell}\frac{d^3q}{E(\mathbf q)} .$$

I call $h$ the head; it enters the energy of the occupied state as $-h$. If the cell boundary lies at distance $Q(\mathbf n)$ in direction $\mathbf n$, then $d^3q=q^2\,dq\,d\Omega$ cancels the $1/q^2$, and the radial integral is just $Q$:

$$h=\frac{k_e}{2\pi^2}\int d\Omega\,\frac{Q(\mathbf n)}{E(\mathbf n)} .$$

The singularity is integrable, but each direction is weighted by the radius of the cell. The plain angular average appears when the cell is replaced by a sphere of equal volume. Its radius follows from $\tfrac{4\pi}{3}q_s^3=(2\pi)^3/V$, so

$$q_s=\left(\frac{6\pi^2}{V}\right)^{1/3},\qquad h_s=\frac{k_e}{2\pi^2}\,4\pi q_sA=k_e\frac{2q_s}{\pi}A,\qquad A=\frac1{4\pi}\int\frac{d\Omega}{E(\mathbf n)} .$$

For a uniaxial tensor let $e_z$ be the principal value along the axis and $e_p$ the doubly degenerate one across it. With $x$ the cosine of the angle between $\mathbf n$ and the axis,

$$E(\mathbf n)=e_p(1-x^2)+e_zx^2=e_p\left[1+(r-1)x^2\right],\qquad r=\frac{e_z}{e_p}.$$

The solid angle is $d\Omega=d\varphi\,dx$. The azimuth gives $2\pi$, and the integrand is even in $x$, so the integral from $-1$ to $1$ is twice that from $0$ to $1$. These factors cancel the $4\pi$:

$$A=\frac1{e_p}\int_0^1\frac{dx}{1+(r-1)x^2}.$$

If the constant along the axis is the larger one, set $s=\sqrt{r-1}$ and $u=sx$. Then

$$A=\frac1{e_ps}\int_0^s\frac{du}{1+u^2}=\frac{\arctan s}{e_p\,s},\qquad s=\sqrt{\frac{e_z}{e_p}-1},\quad e_z>e_p .$$

If it is the smaller one, set $s=\sqrt{1-r}$. Positive definiteness means $r>0$, hence $s<1$, and the denominator $1-s^2x^2$ has no zero in the range. Partial fractions give

$$\int_0^1\frac{dx}{1-s^2x^2}=\frac12\int_0^1\left[\frac1{1-sx}+\frac1{1+sx}\right]dx=\frac1{2s}\ln\frac{1+s}{1-s},$$

and half the logarithm is the inverse hyperbolic tangent, so

$$A=\frac{\operatorname{artanh}s}{e_p\,s},\qquad s=\sqrt{1-\frac{e_z}{e_p}},\quad e_z<e_p .$$

For $e_z=e_p$ the integrand is constant and $A=1/e_p$. A direct quadrature over both angles, with the crystal axis tilted away from the polar axis, agrees with these formulas to a relative $4\times10^{-15}$ for seven ratios $r$ between 0.05 and 20.

The two branches join smoothly. With $d=r-1$ and $|d|<1$, expanding the integrand as a geometric series and integrating term by term gives, for either sign of $d$,

$$e_pA=1-\frac d3+\frac{d^2}5-\frac{d^3}7+\cdots$$

This series also shows how good the usual shortcuts are for weak anisotropy. To second order,

$$\frac{3e_p}{\operatorname{tr}\varepsilon}=\frac1{1+d/3}=1-\frac d3+\frac{d^2}9,$$

$$e_p(\det\varepsilon)^{-1/3}=(1+d)^{-1/3}=1-\frac d3+\frac{2d^2}9,$$

$$\frac{e_p}{3}\operatorname{tr}\varepsilon^{-1}=\frac13\left(2+\frac1{1+d}\right)=1-\frac d3+\frac{d^2}3 .$$

All three are correct to first order. Subtracting $d^2/5$ from the quadratic terms leaves errors of $-4d^2/45$, $+d^2/45$ and $+6d^2/45$, so near isotropy the geometric mean of the principal values is the best of the three.

Two of these expressions are bounds for any anisotropy. The function $1/y$ is convex, so the mean of $1/E(\mathbf n)$ is at least the inverse of the mean of $E(\mathbf n)$. The latter is $\operatorname{tr}\varepsilon/3$, because the average of $n_in_j$ is $\delta_{ij}/3$. For the other side, compare the sphere with the ellipsoid $E(\mathbf q)<K^2$ of equal volume. The part of the sphere outside the ellipsoid has the same volume as the part of the ellipsoid outside the sphere, but $1/E$ is at most $1/K^2$ in the first and larger than that in the second. The ellipsoid thus has the larger integral. The substitution $\mathbf q=\varepsilon^{-1/2}\mathbf k$ turns it into a sphere of radius $K$ and brings a factor $(\det\varepsilon)^{-1/2}$. Equality of volumes requires

$$K^3(\det\varepsilon)^{-1/2}=q_s^3,\qquad K=q_s(\det\varepsilon)^{1/6},$$

and the integral over the ellipsoid is

$$(\det\varepsilon)^{-1/2}\,4\pi K=4\pi q_s(\det\varepsilon)^{-1/3}.$$

The sphere gives $4\pi q_sA$. Therefore

$$\frac3{\operatorname{tr}\varepsilon}\le A\le(\det\varepsilon)^{-1/3}.$$

At strong anisotropy the two signs behave differently. For $r\gg1$ the arctangent tends to $\pi/2$ and $s$ to $\sqrt r$, so

$$A\to\frac{\pi}{2\sqrt{e_pe_z}} .$$

Directions within an angle of about $1/\sqrt r$ of the basal plane escape the strong screening and supply about half of the average, although they fill only a small part of the solid angle. For $r\ll1$, use $1-s^2=r$:

$$\operatorname{artanh}s=\frac12\ln\frac{(1+s)^2}{1-s^2}=\frac12\ln\frac{(1+s)^2}{r}\to\frac12\ln\frac4r,\qquad A\to\frac1{2e_p}\ln\frac{4e_p}{e_z}.$$

Here the weakly screened directions lie near the axis. At a small angle $\theta$ from it, $E\approx e_p(\theta^2+r)$ and the solid angle goes as $\theta\,d\theta$. The cone $\theta<\sqrt r$ therefore adds only the fixed amount $\ln2/(2e_p)$, about 8 percent of $A$ at $r=10^{-3}$. The logarithm is collected from the angles between $\sqrt r$ and order one, where the integrand goes as $d\theta/\theta$, so the weak screening along the axis enhances $A$ only logarithmically.

The numbers for MoS$_2$ illustrate the second branch. With $e_p=15$ and $e_z=6$,

$$s=\sqrt{1-\tfrac{6}{15}}=0.7746,\qquad A=\frac{\operatorname{artanh}0.7746}{15\times0.7746}=\frac{1.0317}{11.619}=0.0888 .$$

The inverse is the 11.26 of the opening. Relative to $A$, the inverse of the arithmetic mean (0.0833) is 6 percent too small, the geometric mean (0.0905) gives a value 2 percent too large, and the averaged inverse (0.1000) is 13 percent too large.

Trigonal selenium, with rough constants $e_p=7$ and $e_z=12$, has the opposite anisotropy:

$$s=\sqrt{\tfrac{12}{7}-1}=0.8452,\qquad A=\frac{\arctan0.8452}{7\times0.8452}=0.1186,$$

an effective constant of 8.43. The same three shortcuts give 0.1154, 0.1194 and 0.1230, with errors of $-2.7$, $+0.6$ and $+3.7$ percent.

To obtain an energy a mesh is needed. For MoS$_2$ take rough lattice parameters $a=0.32$ nm and $c=1.23$ nm and a $12\times12\times3$ mesh. The crystal volume is

$$V=\frac{\sqrt3}{2}(0.32)^2(1.23)\times432=47.12\ \text{nm}^3,\qquad q_s=\left(\frac{6\pi^2}{47.12}\right)^{1/3}=1.079\ \text{nm}^{-1}.$$

Without screening the spherical head would be $2k_eq_s/\pi=0.989$ eV. Multiplication by $A$ gives $h_s=0.0878$ eV, or 87.8 meV. For selenium, with $a=0.44$ nm, $c=0.50$ nm and an $8\times8\times7$ mesh, $V=37.56$ nm$^3$ and $q_s=1.164$ nm$^{-1}$; the unscreened 1.067 eV becomes 0.1266 eV, or 126.6 meV.

The true mesh cell is a hexagonal prism. Integration over it gives 86.1 meV for MoS$_2$ and 125.4 meV for selenium, which is 2 and 1 percent below the sphere. The small difference might suggest that the head is now known to a few percent. It is not, because the cells next to the origin are still represented by their midpoints. If $\Delta$ is the mesh spacing, the midpoint error per unit volume is of order $\Delta^2$ times the second derivative of $1/E$, which varies as $q^{-4}$. Summed over the cells outside the central one, it is of order

$$\Delta^2\int_\Delta^\infty\frac{q^2\,dq}{q^4}=\Delta ,$$

the same order as the head itself. Even an exact integral over the central cell does not remove the leading finite-size error.

The head that does remove it is defined by the difference between the full integral and the mesh sum without its $\mathbf q=0$ term. To see this difference in a solvable case, give the interaction the isotropic weight $e^{-\beta q^2}$. The angular average factors out once more, now over all space:

$$\int\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{-\beta q^2}}{E(\mathbf q)}=\frac{2A}{\pi}\int_0^\infty e^{-\beta q^2}dq=\frac{A}{\sqrt{\pi\beta}} .$$

The required head is then

$$h_\beta=k_e\left[\frac{A}{\sqrt{\pi\beta}}-\frac{4\pi}{V}\sum_{\mathbf q\ne0}\frac{e^{-\beta q^2}}{E(\mathbf q)}\right].$$

This is a practical use of the closed form in which no spherical cell is assumed: $A$ belongs to the integral over all $\mathbf q$, and the sum carries the true geometry of the mesh.

The leading part of $h_\beta$ on a fine mesh does not depend on $\beta$, and it can be found by Ewald's method. Split the interaction with a length parameter $\sqrt\alpha$:

$$\frac{4\pi}{E}=\frac{4\pi e^{-\alpha E}}{E}+\frac{4\pi(1-e^{-\alpha E})}{E}.$$

The first part decays rapidly. The substitution $\mathbf q=\varepsilon^{-1/2}\mathbf k$ gives its integral as $1/\sqrt{\pi\alpha\det\varepsilon}$, from which its mesh sum is subtracted directly. The second part is smooth at the origin, where its value is $4\pi\alpha$. The same substitution, with $R'=\sqrt{\mathbf R\cdot\varepsilon^{-1}\mathbf R}$, gives its Fourier transform. The complete interaction transforms to $1/(R'\sqrt{\det\varepsilon})$ and the first part, a Gaussian-smeared charge, to the same expression times $\operatorname{erf}(R'/2\sqrt\alpha)$. The remainder carries the complementary function erfc. By Poisson summation, a mesh sum over all $\mathbf q$, divided by $V$, equals the sum of this transform over the lattice vectors $\mathbf R$ of the crystal of volume $V$, and the term $\mathbf R=0$ is the integral. Without the weight $e^{-\beta q^2}$ this integral and the complete sum both diverge at large $q$. With the weight both are finite, and their difference is minus the sum of the weighted transform over $\mathbf R\ne0$. The weight only smears the transform over a distance of about $\sqrt\beta$, so when $\sqrt\beta$ is much smaller than the length of the shortest nonzero $\mathbf R$, it approaches the erfc form at every $\mathbf R\ne0$. In this limit integral minus complete sum is minus the sum of the erfc form over $\mathbf R\ne0$; leaving $\mathbf q=0$ out of the mesh sum adds $4\pi\alpha/V$. Together,

$$\frac{h_E}{k_e}=\frac1{\sqrt{\pi\alpha\det\varepsilon}}+\frac{4\pi\alpha}V-\frac{4\pi}V\sum_{\mathbf q\ne0}\frac{e^{-\alpha E(\mathbf q)}}{E(\mathbf q)}-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R'/2\sqrt\alpha)}{R'\sqrt{\det\varepsilon}} .$$

The result is independent of $\alpha$. Choosing $\alpha\propto V^{2/3}$ shows that every term scales as $V^{-1/3}$ when the mesh is refined uniformly. The spherical head scales in the same way, with another coefficient. The first correction from the weight is $-\beta q^2/E(\mathbf q)$, which is finite at the origin but depends on direction there; its mesh error is of the order of one cell volume, hence $1/V$.

These laws can be tested by doubling the number of mesh points along each axis, which multiplies $V$ by 8. With $\beta=0.04$ nm$^2$, going from twice to four times the mesh divisions given above, the error left by the Ewald head falls by a factor of 8.04 for MoS$_2$ and 8.01 for selenium, against the expected 8. The error left by the spherical head falls by 1.95 and 1.96, close to the factor 2 of a $V^{-1/3}$ law. The $1/V$ remainder is not negligible on coarse meshes: on the original ones $h_\beta$ lies below $h_E$ by 0.8 meV for MoS$_2$ and 2.1 meV for selenium at this $\beta$, and the difference grows roughly in proportion to $\beta$.

On the original meshes the Ewald heads are 93.9 meV for MoS$_2$ and 144.9 meV for selenium. The spherical values lie below them by 6.1 and 18.3 meV, or 6 and 13 percent of the Ewald heads. For selenium this is well above the largest shortcut error for its $A$, 3.7 percent. The size and even the sign of the gap depend on the shape of the mesh. For MoS$_2$ the spherical head lies 15 percent below the Ewald head on a $12\times12\times2$ mesh, between 14 and 15 percent above it on $12\times12\times4$, and is about three times the Ewald head on $12\times12\times6$; for selenium it lies 10 percent above on $8\times8\times4$ and 4 percent below on $8\times8\times5$. The weighted-integral method multiplies any error of $A$ by $k_e/\sqrt{\pi\beta}$ and so needs an accurate angular average, but in a bare spherical head that accuracy is partly wasted.

The dielectric constants used here are rough typical electronic values for the two bulk crystals, and a calculation for a particular sample or level of theory should use its own tensor. The lattice parameters are rounded as well: with $a=0.316$ nm, $c=1.229$ nm for MoS$_2$ and $a=0.437$ nm, $c=0.495$ nm for selenium the heads rise by 0.3 to 1.1 meV, so their last digit serves only for comparing the methods. Raising $e_z$ by 10 percent at fixed $e_p$ lowers $A$ by 2.8 percent for MoS$_2$ and 3.4 percent for selenium; raising both constants by 10 percent divides $A$ by 1.1. Doped material breaks the assumption of an insulator. For nondegenerate carriers of density $n$, static screening replaces $E(\mathbf q)$ by $E(\mathbf q)+\kappa^2$ with $\kappa^2=4\pi k_en/k_BT$. At 300 K and $10^{16}$ cm$^{-3}$ this lowers the spherical heads by 3.2 and 4.9 meV, nearly 4 percent in both cases. A constant $\kappa$ holds only for $q$ well below the thermal wave vector $\sqrt{2mk_BT}/\hbar$, 0.58 nm$^{-1}$ for half the electron mass, which is smaller than $q_s$; but the loss comes mainly from much smaller $q$, and the wave-vector dependence of the carrier response reduces it by only about 1 percent. The density is about $10^{-3}$ of the effective density of states for a carrier mass of half the electron mass, so nondegenerate statistics are justified for that mass. The relative loss grows as the mesh is refined, because $q_s$ shrinks while $\kappa$ stays fixed; for a sufficiently fine mesh the insulating form of the head fails.

The tensor was also held constant over the central cell, although screening weakens at shorter wavelength. An estimate of the effect is the interpolation

$$\varepsilon(q,\mathbf n)=1+\left[\frac1{E(\mathbf n)-1}+\frac{q^2}{q_{\rm TF}^2}\right]^{-1},$$

which starts from the correct constant in each direction and approaches the Thomas-Fermi form $1+q_{\rm TF}^2/q^2$ at large $q$. The valence-electron densities give $q_{\rm TF}=22.7$ nm$^{-1}$ for MoS$_2$ and 21.1 nm$^{-1}$ for selenium, about twenty times $q_s$. The spherical heads rise by only 0.6 and 0.8 meV, less than 1 percent. This supports a constant tensor for these bulk meshes within the interpolation model. It does not carry over to an isolated layer, whose long-wavelength screening does not have the bulk form $E(\mathbf q)/q^2$ with a fixed tensor. The numerical output lists the values for both crystals.

## Computed values

```
tested e_z/e_p from 0.05 to 20.0
largest relative deviation from quadrature: 4.2e-15
k_e = 1.43996 eV nm
Gaussian weight beta = 0.04 nm^2
temperature = 300 K
carrier density = 1e+16 cm^-3
carriers / band density of states = 1.1e-03
--- MoS2, bulk: e_p = 15.0, e_z = 6.0
a = 0.32 nm, c = 1.23 nm
k mesh 12 x 12 x 3
s = 0.77460
A = 0.088796
effective constant 1/A = 11.2617
shortcut 3/tr(eps) = 0.083333
shortcut det(eps)^(-1/3) = 0.090481
shortcut tr(1/eps)/3 = 0.100000
crystal volume V = 47.122 nm^3
sphere radius q_s = 1.0791 nm^-1
unscreened sphere head = 0.9893 eV
screened sphere head = 0.08784 eV
screened prism head = 0.08610 eV
Ewald head = 0.09392 eV
Ewald minus sphere = 6.08 meV
error fall, mesh doubled, Ewald head: 8.038
error fall, mesh doubled, sphere head: 1.951
Thomas-Fermi wave vector = 22.68 nm^-1
head change, eps falling with q: +0.62 meV
head change, free carriers: -3.23 meV
change of A, e_z 10 percent larger: -2.77 percent
--- selenium, trigonal: e_p = 7.0, e_z = 12.0
a = 0.44 nm, c = 0.5 nm
k mesh 8 x 8 x 7
s = 0.84515
A = 0.118605
effective constant 1/A = 8.4314
shortcut 3/tr(eps) = 0.115385
shortcut det(eps)^(-1/3) = 0.119364
shortcut tr(1/eps)/3 = 0.123016
crystal volume V = 37.556 nm^3
sphere radius q_s = 1.1639 nm^-1
unscreened sphere head = 1.0670 eV
screened sphere head = 0.12655 eV
screened prism head = 0.12543 eV
Ewald head = 0.14487 eV
Ewald minus sphere = 18.32 meV
error fall, mesh doubled, Ewald head: 8.006
error fall, mesh doubled, sphere head: 1.956
Thomas-Fermi wave vector = 21.11 nm^-1
head change, eps falling with q: +0.84 meV
head change, free carriers: -4.89 meV
change of A, e_z 10 percent larger: -3.36 percent
```
